Energy Noise in a Seven-Point Birch-Murnaghan Fit

**Problem**

The equilibrium volume V_0 of a crystal, its bulk modulus B_0 and the pressure derivative B_1 = dB/dP at zero pressure can be extracted from total energies at a few volumes. PAW calculations done this way can carry small errors that scatter from one volume to the next, for example when the basis or a grid changes with the cell. Suppose that energies are computed at the seven volumes

V/V_0 = 0.94, 0.96, 0.98, 1.00, 1.02, 1.04, 1.06

and fitted, with equal weights, by the third-order Birch-Murnaghan equation

E(V) = E_0 + (9V_0B_0/16) { (q − 1)³ B_1 + (q − 1)² (6 − 4q) },  q = (V_0/V)^{2/3}.

All four parameters E_0, V_0, B_0 and B_1 are free. Assume that the noise-free energies obey this equation, and that each energy has an independent Gaussian error of zero mean and known standard deviation σ.

(a) Find the relative standard deviations of V_0, B_0 and B_1 to first order in σ.

(b) Evaluate them for V_0 = 120 bohr³, B_0 = 0.004 hartree/bohr³, B_1 = 4.5 and σ = 2×10⁻⁶ hartree. These are round model values and stand for no particular material.

(c) How small must σ be for a one-percent uncertainty in B_1?

Energy and volume must refer to the same amount of matter: if V_0 is the volume of a cell, σ is the noise in the energy of that cell.

**First estimate by scaling**

The product V_0B_0 is an energy, and it sets the scale of the curve. The noise therefore enters through the dimensionless number

s = σ/(V_0B_0).

Let ε = V/V_0 − 1, and expand the energy near the minimum:

E ≈ a_0 + a_1ε + a_2ε² + a_3ε³.

The coefficients follow from the definitions P = −dE/dV and B = −V dP/dV = V E'', where primes on E are volume derivatives. At the minimum a_1 = 0. Since B_0 = V_0E'', the quadratic coefficient is

a_2 = V_0²E''/2 = V_0B_0/2.

For B_1, divide dB/dV = E'' + V E''' by dP/dV = −E'':

B_1 = −1 − V_0E'''/E'' = −1 − 3a_3/a_2.

The last form uses V_0³E''' = 6a_3 and V_0²E'' = 2a_2.

Now let noise change the coefficients. The minimum moves to ε = −δa_1/(2a_2), and the largest effect on each parameter is

δV_0/V_0 ≈ −δa_1/(V_0B_0),
δB_0/B_0 ≈ 2δa_2/(V_0B_0),
δB_1 ≈ −6δa_3/(V_0B_0).

The terms left out of the second and third lines contain errors of lower coefficients, which are smaller by powers of the grid spacing, as the next step shows.

Write the grid as ε = jh with h = 0.02 and j = −3, ..., 3. A cubic fit determines the combinations a_nhⁿ as coefficients of jⁿ. The sums needed are

Σ1 = 7, Σj² = 28, Σj⁴ = 196, Σj⁶ = 1588.

Sums of odd powers vanish, so the normal equations split into an even block for (1, j²) and an odd block for (j, j³):

even: [7, 28; 28, 196], determinant 7·196 − 28² = 588,
odd: [28, 196; 196, 1588], determinant 28·1588 − 196² = 6048.

The covariance of least-squares coefficients is σ² times the inverse of the normal matrix, a rule derived below. The diagonal elements of the inverse blocks give

Var(a_1) = (1588/6048) σ²/h²,
Var(a_2) = (7/588) σ²/h⁴ = σ²/(84h⁴),
Var(a_3) = (28/6048) σ²/h⁶ = σ²/(216h⁶).

Multiplying the standard deviations by the factors 1, 2 and 6 found above gives the leading laws

σ(V_0)/V_0 ≈ sqrt(397/1512) s/h,
σ(B_0)/B_0 ≈ s/(sqrt(21) h²),
σ(B_1)/B_1 ≈ s/(sqrt(6) B_1 h³).

V_0 depends on a first derivative of the energy, B_0 on a second and B_1 on a third. Each further derivative costs one more factor 1/h, which is 50 here.

For the given values V_0B_0 = 0.48 hartree and s = 4.167×10⁻⁶. The factors multiplying s are 25.6, 545.5 and 11340, so the estimates are

V_0: 0.0107 percent, B_0: 0.227 percent, B_1: 4.7 percent.

The estimate replaces the Birch-Murnaghan curve by a cubic in ε and keeps the lowest power of h. Neither step is needed.

**Solution on the actual grid**

*The fit as a linear problem.* Keep V_0 fixed at its true value and define

y = (V_0/V)^{2/3} − 1.

Then q = 1 + y and 6 − 4q = 2 − 4y. The braces in the Birch-Murnaghan equation become B_1y³ + 2y² − 4y³, so

E = E_0 + (9V_0B_0/8) [ y² + (B_1 − 4)y³/2 ].

This is a cubic in y. Noisy data will in general have their minimum elsewhere, so fit the general cubic

E = c_0 + c_1y + c_2y² + c_3y³.

Its noise-free coefficients are

c_1 = 0, c_2 = 9V_0B_0/8, c_3 = 9V_0B_0(B_1 − 4)/16.

The general cubic describes the same family of curves as the original equation, provided it has a minimum at a positive volume. To see this, let the minimum be at y*, and let V_0', B_0' and B_1' be the fitted parameters. With u = (V_0'/V)^{2/3} − 1,

1 + y = (1 + y*)(1 + u), or y = y* + (1 + y*)u.

Insert this in the cubic. The term linear in u is proportional to c_1 + 2c_2y* + 3c_3y*², which vanishes at the minimum. What remains is a constant plus C_2u² + C_3u³, with

C_2 = (1 + y*)² (c_2 + 3c_3y*),
C_3 = (1 + y*)³ c_3.

This has the Birch-Murnaghan form about the new minimum. Comparing coefficients gives

V_0'B_0' = 8C_2/9, B_1' = 4 + 2C_3/C_2.

Least squares over the four original parameters and over the four c's thus selects the same curve.

*Noise in the coefficients.* Let X be the 7×4 matrix with elements X_{ik} = y_i^k, k = 0, ..., 3, and let e be the vector of energy errors. Minimizing the squared residual gives XᵀX c = XᵀE. The noise-free energies are reproduced by the true c, so the errors obey

δc = G Xᵀe, G = (XᵀX)^{-1}.

Independent errors of equal variance have covariance σ² times the unit matrix. Therefore

Cov(c) = G Xᵀ(σ²1)X G = σ²G.

*Error of V_0.* To first order the condition for the minimum is δc_1 + 2c_2y* = 0, so y* = −δc_1/(2c_2). The definition of y gives V = V_0(1 + y)^{−3/2}, hence δV_0/V_0 = −(3/2)y*. Writing v for this relative shift,

v = δV_0/V_0 = 3δc_1/(4c_2) = (2/3) δc_1/(V_0B_0).

*Error of B_0.* Let r = c_3/c_2 = (B_1 − 4)/2. Linearizing C_2 gives the relative change of the product V_0B_0:

δB_0/B_0 + v = δc_2/c_2 + (2 + 3r)y*.

Substitute y* = −2v/3 and move v to the right. The coefficient of v becomes −(4/3 + 2r + 1) = −(B_1 − 5/3), so

δB_0/B_0 = (8/9) δc_2/(V_0B_0) − (B_1 − 5/3)v.

The first term is the error of the curvature with respect to y at the old minimum. The second collects the first-order effects of the displacement of the minimum.

*Error of B_1.* From the expressions for C_2 and C_3,

B_1' − 4 = 2(1 + y*)c_3/(c_2 + 3c_3y*).

Its first-order change is

δB_1 = 2δc_3/c_2 − 2r δc_2/c_2 + 2r(1 − 3r)y*.

With 2r = B_1 − 4 and y* = −2v/3, the last term is

−(2/3)(B_1 − 4)[1 − 3(B_1 − 4)/2]v = (B_1 − 4)(B_1 − 14/3)v.

Therefore

δB_1 = [ (16/9)δc_3 − (8/9)(B_1 − 4)δc_2 ]/(V_0B_0) + (B_1 − 4)(B_1 − 14/3)v.

*Result for (a).* Each parameter error is a row g of numbers acting on δc/(V_0B_0). Its variance is s² gGgᵀ. The relative standard deviations are

σ(V_0)/V_0 = k_V s, k_V = (2/3) sqrt(G_11),
σ(B_0)/B_0 = k_B s, k_B = sqrt(g_B G g_Bᵀ),
σ(B_1)/B_1 = k_1 s, k_1 = sqrt(g_1 G g_1ᵀ)/B_1.

G depends on the relative volumes alone, and the rows depend on B_1 alone. The factor k_V does not depend even on B_1.

**Numbers for (b) and (c)**

On this grid y runs from +0.0421 at the smallest volume to −0.0381 at the largest. The elements of G needed first are

G_11 = 1454.75, G_12 = 4617.4, G_22 = 4.01676×10⁵.

For the volume,

k_V = (2/3) sqrt(1454.75) = 25.43.

For the modulus with B_1 = 4.5, the row has −1.88889 for c_1 and 0.88889 for c_2. Thus

k_B² = 0.88889²·G_22 − 2·0.88889·1.88889·G_12 + 1.88889²·G_11
≈ 317370 − 15510 + 5190 = 307050,

and k_B ≈ 554.

For the pressure derivative the row is (−0.05556, −0.44444, 1.77778) for (c_1, c_2, c_3). The other elements are

G_13 = −1.00744×10⁶, G_23 = −4.86134×10⁶, G_33 = 8.12272×10⁸.

The c_3 variance contributes 1.77778²·G_33 = 2.5672×10⁹. The cross term of c_2 and c_3 adds 0.0077×10⁹, and all other terms together add less than 0.0003×10⁹. The sum is 2.575×10⁹. Its square root, about 50750, gives σ(B_1)/s, and division by 4.5 gives k_1 ≈ 11280.

Multiplication by s = 4.167×10⁻⁶ answers part (b):

σ(V_0)/V_0 = 0.0106 percent, or 0.0127 bohr³ (0.0019 Å³),
σ(B_0)/B_0 = 0.231 percent, or 9.2×10⁻⁶ hartree/bohr³ (0.27 GPa in 117.7 GPa),
σ(B_1)/B_1 = 4.7 percent, or 0.21 in B_1 itself.

For part (c), set k_1σ/(V_0B_0) = 0.01:

σ = 0.01·0.48/11277 = 4.3×10⁻⁷ hartree.

A noise level that leaves V_0 good to about one part in ten thousand is thus nearly five times too large for a one-percent B_1. For a softer crystal with the same V_0 and B_1, the permitted σ falls in proportion to B_0.

These factors can be checked without the linear algebra, by displacing one energy at a time and refitting the original nonlinear equation. Such refits agree with the formulas within the test tolerance of 0.1 percent for B_1 = 3.5, 4.5 and 5.5. The numerical output lists the refitted factors for B_1 = 4.5.

**Comparison of estimate and solution**

The ratios of the full factors to the leading laws are 0.9925 for V_0, 1.0157 for B_0 and 0.9944 for B_1. For B_1 = 4.5 on this grid, the estimate is therefore good to within two percent.

A symmetry explains why the corrections are small. Replacing h by −h only relabels the seven volumes, so the variances cannot change. Once the factor 1/h², 1/h⁴ or 1/h⁶ is taken out, each variance is a smooth even function of h, and its first correction is proportional to h². A spacing ten times smaller should reduce the deviations a hundredfold. At h = 0.002 the ratios are 0.99992, 1.00016 and 0.99994, as expected.

The same reasoning covers a narrower window. Halving it to ±3 percent with seven points should multiply the errors by nearly 2, 4 and 8; the computed factors are 2.01, 3.95 and 8.03. A wider window suppresses noise, but real energies need not follow the Birch-Murnaghan form over a larger range. That misfit is absent from the present model, so the model cannot select the best window.

**Correlated parameters, and a fit with B_1 held fixed**

The three errors are not independent. The mixed products of the rows with G give the correlation coefficients

V_0 with B_1: −0.926, V_0 with B_0: +0.064, B_0 with B_1: −0.158.

The first is already present in the leading estimate. The off-diagonal element of the inverse odd block is −196/6048, so the correlation of a_1 and a_3 is

−196/sqrt(28·1588) ≈ −0.93.

Both δV_0 and δB_1 carry a minus sign relative to these coefficients, so the sign survives. On a grid symmetric about zero, ε and ε³ have the same sign at every point and both grow outward, so the fit can partly trade one for the other. At leading order this correlation does not depend on h. The other two correlations vanish at leading order because the even and odd blocks separate.

This suggests holding B_1 fixed. At leading order a_3 is then no longer free, and the variance of a_1 falls from (1588/6048)σ²/h² to σ²/(28h²). The noise in V_0 drops by the factor

sqrt(28·1588/6048) ≈ 2.7,

while the noise in B_0 is unchanged at this order. The price is a bias. If the fixed value is too large by Δ, the cubic coefficient is wrong by −V_0B_0Δ/6. The linear term compensates as well as it can. The best linear substitute for ε³ on this grid is (Σj⁴/Σj²)h²ε = 7h²ε, so a_1 changes by +7h²V_0B_0Δ/6 and

δV_0/V_0 ≈ −7h²Δ/6.

For Δ = 0.5 this is −0.023 percent, about twice the noise error of the free fit in the example. Fixing B_1 helps V_0 only if its value is known well enough.

**Where the result holds**

The formulas are linear in the noise, yet they remain useful when the error of B_1 is not small. The expression for B_1' shows why: at y* = 0 it reduces to 4 + 2c_3/c_2, which is linear in c_3, the main source of error. Nonlinear terms require a relative change of c_2 or a displacement y*, and both are much smaller. With σ = 10⁻⁵ hartree the formulas predict errors of 0.053, 1.15 and 23.5 percent for V_0, B_0 and B_1. A simulation with 200000 noisy data sets gives 0.053, 1.16 and 23.5 percent. Linearization fails when the noise makes the curvature c_2 itself uncertain by a sizeable fraction, or moves the minimum appreciably on the scale of the window.

The numbers also assume a grid centred on the true V_0, which in practice is only guessed. If the centre lies at a relative distance d from the minimum, the curvature at the minimum picks up an error of size 6d δa_3, and B_0 inherits part of the large error of the cubic term. For h = 0.02 and B_1 = 4.5, centring the grid at 0.99 or 1.01 V_0 raises k_B from 554 to about 800 or 700, and the correlation of B_0 with B_1 becomes −0.73 or +0.62. An offset of two percent roughly doubles k_B. Over these offsets k_1 changes by less than ten percent and k_V does not grow. On such a grid, holding B_1 fixed lowers the noise in B_0 as well. The formulas for part (a) still apply once G is recomputed from the actual volumes.

The noise level must also be known. Seven energies and four parameters leave three degrees of freedom for estimating σ² from the residuals. The relative standard deviation of that estimate is sqrt(2/3), so σ obtained from a single fit is uncertain by roughly 40 percent, and so are the error bars derived from it.

Finally, independence is essential. An error common to all energies changes E_0 and nothing else. A smooth error, such as one caused by the PAW dataset, is correlated between volumes: a part δa_1ε, for instance, shifts V_0 by −δa_1/(V_0B_0) in relative terms and may leave almost no residual in the fit. The standard deviations found here measure point-to-point scatter. They do not measure the distance between the computed parameters and those of the real crystal.

Calculated quantities

```
V0 = 120.0 bohr^3, B0 = 0.0040 hartree/bohr^3, B1 = 4.5
sigma = 2.0e-06 hartree, V0*B0 = 0.480 hartree
s = sigma/(V0*B0) = 4.1667e-06 (dimensionless)
V/V0 = 0.94: y = +0.042113
V/V0 = 0.96: y = +0.027588
V/V0 = 0.98: y = +0.013560
V/V0 = 1.00: y = +0.000000
V/V0 = 1.02: y = -0.013115
V/V0 = 1.04: y = -0.025808
V/V0 = 1.06: y = -0.038101
G[11] = 1.45475e+03 (dimensionless)
G[12] = 4.61740e+03 (dimensionless)
G[13] = -1.00744e+06 (dimensionless)
G[22] = 4.01676e+05 (dimensionless)
G[23] = -4.86134e+06 (dimensionless)
G[33] = 8.12272e+08 (dimensionless)
row dlnV0: c1 +0.66667, c2 +0.00000, c3 +0.00000
row dlnB0: c1 -1.88889, c2 +0.88889, c3 +0.00000
row dB1: c1 -0.05556, c2 -0.44444, c3 +1.77778
V0: k = 25.43, from refits 25.43
V0: leading law k = 25.62, k/law = 0.9925
V0: k/law at h = 0.002: 0.99992
V0: relative error = 0.0106 percent
V0: Monte Carlo    = 0.0106 percent
V0: error grows by 2.011 when the window is halved
B0: k = 554.13, from refits 554.13
B0: leading law k = 545.54, k/law = 1.0157
B0: k/law at h = 0.002: 1.00016
B0: relative error = 0.2309 percent
B0: Monte Carlo    = 0.2307 percent
B0: error grows by 3.954 when the window is halved
B1: k = 11276.86, from refits 11276.86
B1: leading law k = 11340.23, k/law = 0.9944
B1: k/law at h = 0.002: 0.99994
B1: relative error = 4.6987 percent
B1: Monte Carlo    = 4.6954 percent
B1: error grows by 8.034 when the window is halved
error of V0 = 0.01271 bohr^3 = 0.001884 A^3
error of B0 = 9.2355e-06 hartree/bohr^3
B0 = 117.68 GPa, its error = 0.272 GPa
error of B1 = 0.2114 (dimensionless)
correlation V0,B0: +0.0642, Monte Carlo +0.0687
correlation V0,B1: -0.9264, Monte Carlo -0.9265
correlation B0,B1: -0.1584, Monte Carlo -0.1626
larger noise: sigma = 1.0e-05 hartree
V0: formula 0.053, Monte Carlo 0.053 percent
B0: formula 1.154, Monte Carlo 1.156 percent
B1: formula 23.493, Monte Carlo 23.466 percent
sigma for 1 percent in B1 = 4.257e-07 hartree
```
